# Heavy-hole pseudospin under the cubic Zeeman term on (001): a program that tests the result

```python
# Result under test: in the pure heavy-hole doublet (m = +3/2 up, -3/2 down)
# of a (001) well, the Zeeman term
#   H = 2 muB kappa B.J + 2 muB q (Bx Jx^3 + By Jy^3 + Bz Jz^3)
# gives for in-plane B the block (3/2) q muB (Bx sx - By sy):
# |g| = 3q, and the pseudospin angle is minus the field angle.
# Energies are hole energies in meV, lengths in nm, fields in T.
# The independent road is a four-band Luttinger well (hard walls) with the
# in-plane vector potential A = (By z, -Bx z, 0), k = -i grad + eA/hbar.
import numpy as np
from scipy.constants import physical_constants, hbar, e, m_e, k as k_B, h

MU_B = physical_constants["Bohr magneton in eV/T"][0] * 1e3   # meV/T
KIN = hbar**2 / (2 * m_e) / e * 1e21                          # meV nm^2
E_OVER_HBAR = e / hbar * 1e-18                                # 1/(nm^2 T)

# Rough typical values for a strained Ge well between SiGe barriers
G1, G2, G3, KAPPA, Q = 13.4, 4.2, 5.7, 3.4, 0.06
WIDTH, STRAIN_GAP = 15.0, 45.0          # nm, meV
B_EX, PHI_DEG, TEMP = 1.0, 30.0, 0.1    # T, degrees, K
DEFORMATION_B, STRAIN_DIFF = 2500.0, 1e-4   # |b| in meV, exx - eyy
TILT_DEG, DOT_RADIUS = 0.1, 50.0        # degrees, nm

m = np.array([1.5, 0.5, -0.5, -1.5])
JP = np.diag(np.sqrt(3.75 - m[1:] * (m[1:] + 1)), 1).astype(complex)
JX, JY, JZ = (JP + JP.T) / 2, (JP - JP.T) / 2j, np.diag(m).astype(complex)
J = [JX, JY, JZ]
CUBE = [a @ a @ a for a in J]
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1, -1]).astype(complex)
SIGMA = [SX, SY, SZ]


def heavy(op):
    return op[np.ix_([0, 3], [0, 3])]


def zeeman(field, q=Q):
    return 2 * MU_B * sum(b * (KAPPA * a + q * c)
                          for b, a, c in zip(field, J, CUBE))


def sym(a, b):
    return (a @ b + b @ a) / 2


def envelopes(count):
    x, w = np.polynomial.legendre.leggauss(120)
    z, w = WIDTH / 2 * x, WIDTH / 2 * w
    kn = np.arange(1, count + 1)[:, None] * np.pi / WIDTH
    f = np.sqrt(2 / WIDTH) * np.sin(kn * (z + WIDTH / 2))
    df = np.sqrt(2 / WIDTH) * kn * np.cos(kn * (z + WIDTH / 2))
    def ov(a, b):
        return (a * w) @ b.T
    return (np.eye(count), ov(f * z, f), ov(f * z * z, f), -1j * ov(f, df),
            ov(df, df), -1j * (ov(f * z, df) + 0.5 * np.eye(count)))


ENV = {n: envelopes(n) for n in (8, 12)}


def well(bx, by, kx=0.0, ky=0.0, q=Q, s=0.0, count=8):
    one, z1, z2, kz, kzkz, zkz = ENV[count]
    ax, ay = E_OVER_HBAR * by, -E_OVER_HBAR * bx
    kxkx = kx**2 * one + 2 * kx * ax * z1 + ax**2 * z2
    kyky = ky**2 * one + 2 * ky * ay * z1 + ay**2 * z2
    kxky = kx * ky * one + (kx * ay + ky * ax) * z1 + ax * ay * z2
    kxkz, kykz = kx * kz + ax * zkz, ky * kz + ay * zkz
    ham = (G1 + 2.5 * G2) * np.kron(kxkx + kyky + kzkz, np.eye(4))
    for kk, a in zip((kxkx, kyky, kzkz), J):
        ham = ham - 2 * G2 * np.kron(kk, a @ a)
    for kk, a, b in ((kxky, JX, JY), (kxkz, JX, JZ), (kykz, JY, JZ)):
        ham = ham - 4 * G3 * np.kron(kk, sym(a, b))
    local = (zeeman((bx, by, 0), q) + s * (JX @ JX - JY @ JY)
             + STRAIN_GAP * (2.25 * np.eye(4) - JZ @ JZ) / 2)
    return np.linalg.eigh(KIN * ham + np.kron(one, local))


def g_well(bx, by, **kw):
    levels = well(bx, by, **kw)[0]
    return (levels[1] - levels[0]) / (MU_B * np.hypot(bx, by))


# Doublet blocks of the linear and cubic operators
assert np.allclose(heavy(JX), 0) and np.allclose(heavy(JY), 0)
assert np.allclose(heavy(CUBE[0]), 0.75 * SX)
assert np.allclose(heavy(CUBE[1]), -0.75 * SY)
ladder = (JP @ JP @ JP)[0, 3].real
assert abs(ladder - 6) < 1e-12

# g tensor, and the effect of exchanging the labels up and down
def g_tensor(swap=False):
    p = SX if swap else np.eye(2)
    return np.array([[np.trace(s @ p @ heavy(zeeman(axis)) @ p).real / MU_B
                      for axis in np.eye(3)] for s in SIGMA])

G = g_tensor()
g_z = G[2, 2]
assert np.allclose(G, np.diag([3 * Q, -3 * Q, 6 * KAPPA + 13.5 * Q]))
assert np.allclose(g_tensor(True), np.diag([3 * Q, 3 * Q, -g_z]))
assert np.linalg.det(G) < 0
assert np.isclose(np.linalg.det(G), np.linalg.det(g_tensor(True)))

# Pure doublet: splitting, pseudospin and moment at many field angles
for phi in np.radians([0, 17, 30, 45, 90, 130, 200, 310]):
    direction = np.array([np.cos(phi), np.sin(phi), 0])
    val, vec = np.linalg.eigh(heavy(zeeman(direction)))
    up = vec[:, 1]
    assert np.isclose((val[1] - val[0]) / MU_B, 3 * Q)
    moment = [(up.conj() @ heavy(c) @ up).real for c in CUBE[:2]]
    assert np.allclose(moment, 0.75 * direction[:2])
    # the same angle from the complete well, not from the projected block
    state = well(0.1 * direction[0], 0.1 * direction[1])[1][:, 1]
    spin_angle = np.angle(state[0].conj() * state[3])
    assert abs(np.angle(np.exp(1j * (spin_angle + phi)))) < 2e-3

# Axes turned by alpha about z: pseudospin angle is -phi' - 4 alpha
for alpha in (0.2, np.pi / 4):
    ca, sa = np.cos(alpha), np.sin(alpha)
    jx_cubic, jy_cubic = ca * JX - sa * JY, sa * JX + ca * JY
    for phi in (0.0, 0.7):
        turned = (np.cos(phi + alpha) * np.linalg.matrix_power(jx_cubic, 3)
                  + np.sin(phi + alpha) * np.linalg.matrix_power(jy_cubic, 3))
        up = np.linalg.eigh(heavy(turned))[1][:, 1]
        got = np.angle(up[0].conj() * up[1])
        assert abs(np.angle(np.exp(1j * (got + phi + 4 * alpha)))) < 1e-9

# Complete well at zero in-plane momentum: linear g is 3q; q = 0 leaves B^3
g0 = g_well(0.1, 0)
assert abs(g0 / (3 * Q) - 1) < 1e-3
split_ratio = 2 * g_well(2, 0, q=0) / g_well(1, 0, q=0)
assert abs(split_ratio / 8 - 1) < 0.03
g_angles = [g_well(B_EX * np.cos(a), B_EX * np.sin(a))
            for a in np.radians(np.arange(0, 91, 15))]

# Uneven in-plane strain mixes in light holes and brings in kappa
gap = STRAIN_GAP + 4 * G2 * KIN * (np.pi / WIDTH)**2
s_strain = DEFORMATION_B * STRAIN_DIFF / 2
g_strain = g_well(0.1, 0, s=s_strain)
shift_formula = -12 * s_strain * (KAPPA + 1.75 * Q) / gap
assert abs((g_strain - g0) / shift_formula - 1) < 0.02

# In-plane momentum: shift of g proportional to k^2 at small k
def k_fermi(density_cm2):
    return np.sqrt(2 * np.pi * density_cm2 * 1e-14)

def shifts(density, count=8):
    kf = k_fermi(density)
    base = g_well(0.1, 0, count=count)
    return np.array([g_well(0.1, 0, kx=kf, count=count) - base,
                     g_well(0.1, 0, ky=kf, count=count) - base])

d1, d2 = shifts(1e9), shifts(2e9)
biggest = np.max(np.abs(d1))
assert np.all(np.abs(d2 - 2 * d1) < 0.05 * biggest)
assert np.all(np.abs(shifts(1e9, 12) - d1) < 0.02 * biggest)
density_10 = 0.1 * 3 * Q / biggest * 1e9
dot_shift = d1.mean() / k_fermi(1e9)**2 / DOT_RADIUS**2
kf11 = k_fermi(1e11)

# Worked example
phi = np.radians(PHI_DEG)
block = heavy(zeeman((B_EX * np.cos(phi), B_EX * np.sin(phi), 0)))
val, vec = np.linalg.eigh(block)
split = val[1] - val[0]
angle = np.degrees(np.angle(vec[0, 1].conj() * vec[1, 1]))
split_J = split * 1e-3 * e
tilt = np.radians(TILT_DEG)
g_tilt = np.linalg.norm(G @ np.array([np.cos(tilt), 0, np.sin(tilt)]))

print("Inputs (rough, strained Ge well)")
print(f"gamma1, gamma2, gamma3 = {G1}, {G2}, {G3}")
print(f"kappa = {KAPPA}, q = {Q}")
print(f"well width = {WIDTH} nm, strain splitting = {STRAIN_GAP} meV")
print(f"B = {B_EX} T, field angle = {PHI_DEG} deg, T = {TEMP} K")
print(f"Bohr magneton = {MU_B*1e3:.3f} ueV/T")
print("Pure doublet")
print(f"<3/2|J+^3|-3/2> = {ladder:.4f}")
print(f"<3/2|Jx^3|-3/2> = {CUBE[0][0,3].real:.4f}")
print(f"<3/2|Jy^3|-3/2> = {CUBE[1][0,3].imag:.4f} i")
print(f"off-diagonal, real part = {block[0,1].real*1e3:.3f} ueV")
print(f"off-diagonal, imaginary part = {block[0,1].imag*1e3:.3f} ueV")
print(f"off-diagonal, magnitude = {abs(block[0,1])*1e3:.3f} ueV")
print(f"splitting = {split*1e3:.3f} ueV")
print(f"in-plane |g| = {split/(MU_B*B_EX):.4f}")
print(f"splitting / h = {split_J/h*1e-9:.3f} GHz")
print(f"pseudospin angle, upper state = {angle:.2f} deg")
print(f"thermal energy kT = {k_B*TEMP/e*1e6:.3f} ueV")
print(f"thermal polarization = {np.tanh(split_J/(2*k_B*TEMP)):.3f}")
print(f"pure-doublet g_z = {g_z:.2f}")
print("Complete well, zero in-plane momentum")
print(f"heavy-light gap = {gap:.1f} meV")
print(f"g at 0.1 T = {g0:.5f}")
print(f"g at {B_EX} T, least over angles = {min(g_angles):.5f}")
print(f"g at {B_EX} T, greatest over angles = {max(g_angles):.5f}")
print(f"q = 0: splitting(2 T)/splitting(1 T) = {split_ratio:.3f}")
print("Neglected effects")
print(f"g at {TILT_DEG} deg tilt out of plane = {g_tilt:.4f}")
print(f"tilt with equal parts = {np.degrees(np.arctan(3*Q/g_z)):.3f} deg")
print(f"|b| = {DEFORMATION_B/1e3} eV, exx-eyy = {STRAIN_DIFF:.0e}")
print(f"strain coupling s = {s_strain:.4f} meV")
print(f"g with this strain, well = {g_strain:.4f}")
print(f"g with this strain, formula = {3*Q+shift_formula:.4f}")
print(f"g shift at 1e9 cm^-2, k along B = {d1[0]:+.5f}")
print(f"g shift at 1e9 cm^-2, k across B = {d1[1]:+.5f}")
print(f"density for a 10% shift = {density_10:.2e} cm^-2")
print(f"k_F at 1e11 cm^-2 = {kf11:.4f} 1/nm")
print(f"|g| at this k_F, k along B = {g_well(0.1,0,kx=kf11):.3f}")
print(f"|g| at this k_F, k across B = {g_well(0.1,0,ky=kf11):.3f}")
print(f"round dot, <k^2> = 1/r^2, r = {DOT_RADIUS} nm")
print(f"g shift in this dot = {dot_shift:+.4f}")
print("all good")
```

Output:

```
Inputs (rough, strained Ge well)
gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7
kappa = 3.4, q = 0.06
well width = 15.0 nm, strain splitting = 45.0 meV
B = 1.0 T, field angle = 30.0 deg, T = 0.1 K
Bohr magneton = 57.884 ueV/T
Pure doublet
<3/2|J+^3|-3/2> = 6.0000
<3/2|Jx^3|-3/2> = 0.7500
<3/2|Jy^3|-3/2> = 0.7500 i
off-diagonal, real part = 4.512 ueV
off-diagonal, imaginary part = 2.605 ueV
off-diagonal, magnitude = 5.210 ueV
splitting = 10.419 ueV
in-plane |g| = 0.1800
splitting / h = 2.519 GHz
pseudospin angle, upper state = -30.00 deg
thermal energy kT = 8.617 ueV
thermal polarization = 0.540
pure-doublet g_z = 21.21
Complete well, zero in-plane momentum
heavy-light gap = 73.1 meV
g at 0.1 T = 0.18000
g at 1.0 T, least over angles = 0.17977
g at 1.0 T, greatest over angles = 0.18044
q = 0: splitting(2 T)/splitting(1 T) = 7.960
Neglected effects
g at 0.1 deg tilt out of plane = 0.1838
tilt with equal parts = 0.486 deg
|b| = 2.5 eV, exx-eyy = 1e-04
strain coupling s = 0.1250 meV
g with this strain, well = 0.1082
g with this strain, formula = 0.1081
g shift at 1e9 cm^-2, k along B = -0.00464
g shift at 1e9 cm^-2, k across B = +0.00203
density for a 10% shift = 3.88e+09 cm^-2
k_F at 1e11 cm^-2 = 0.0793 1/nm
|g| at this k_F, k along B = 0.249
|g| at this k_F, k across B = 0.549
round dot, <k^2> = 1/r^2, r = 50.0 nm
g shift in this dot = -0.0083
all good
```
